\section*{A precursor flux without a precursor gradient in a ternary gas film}

\section{Problem}

A capillary of length $L=1.0$ cm and radius 0.1 cm joins two large, closed, rigid reservoirs. Both hold cadmium vapour (species 1, the precursor), hydrogen (2) and argon (3) at 800 K and 100 Torr. The mole fractions $(x_1,x_2,x_3)$ are $(0.10,0.80,0.10)$ on the left, at $z=0$, and $(0.10,0.10,0.80)$ on the right, at $z=L$. The precursor fraction is thus the same at both ends. I assume that each reservoir is stirred well enough to keep its composition right up to the mouth of the tube.

Find the steady flux of the precursor. Decide whether there is a plane where $dx_1/dz=0$ while the precursor still diffuses, and if so, where it lies.

The gas is ideal and does not react, and temperature and pressure are uniform. The total number density $n$ is then uniform too, so each rigid reservoir keeps its total number of particles. With $N_i$ the particle flux of species $i$, positive to the right,
\begin{equation}
N_1+N_2+N_3=0 .
\label{total}
\end{equation}
A diffusive flux needs a reference velocity. I take the molar-average velocity $\sum_i N_i/n$, which vanishes here, so $N_i$ is itself the diffusive flux. The mass-average frame is treated at the end.

In the algebra, temperature $T$ is an energy, as in atomic units. Planck's constant does not enter, so the formulas hold in any consistent units.

\section{The equations and the diffusivities}

Let species $i$ move with mean velocity $v_i=N_i/(nx_i)$. In slow steady diffusion, its partial-pressure gradient balances the friction with the other species. The friction per volume between $i$ and $j$ is proportional to both densities and to $v_i-v_j$. Its coefficient defines the binary diffusivity $D_{ij}$:
\begin{equation}
-\frac{d(nTx_i)}{dz}=\sum_{j\ne i}\frac{T\,n\,x_ix_j}{D_{ij}}(v_i-v_j).
\end{equation}
Dividing by $-nT$ and using $x_iv_i=N_i/n$ gives the Maxwell--Stefan equations,
\begin{equation}
\frac{dx_i}{dz}=\sum_{j\ne i}\frac{x_iN_j-x_jN_i}{nD_{ij}} .
\label{ms}
\end{equation}

For hard spheres with mean diameter $\sigma$ and reduced mass $\mu$, scattering is isotropic in the centre-of-mass frame. A collision therefore removes, on average, the whole relative momentum $\mu\mathbf g$. The friction per volume is $n_in_j\mu\pi\sigma^2\langle g g_z\rangle$. For two Maxwellians with a small relative drift $u$, the distribution of $\mathbf g$ is the undrifted one times $1+\mu g_zu/T$. Hence
\begin{equation}
\langle gg_z\rangle=\frac{\mu u}{3T}\langle g^3\rangle_0=\frac43\langle g\rangle_0u,
\qquad \langle g\rangle_0=\sqrt{\frac{8T}{\pi\mu}},
\end{equation}
because $\langle g^3\rangle_0=(4T/\mu)\langle g\rangle_0$. Equating the friction to $Tn_in_ju/(nD_{ij})$ yields
\begin{equation}
D_{ij}=\frac{3T}{4\pi n\sigma^2\mu\langle g\rangle_0}
=\frac{3}{8n\sigma^2}\sqrt{\frac{T}{2\pi\mu}} .
\end{equation}
This is the first kinetic approximation, since each species was given an undistorted drifting Maxwellian.

Rough diameters of 3.0, 2.5 and 3.3 angstrom for Cd, H$_2$ and Ar, with $n=1.207\times10^{18}$ cm$^{-3}$, give
\[
D_{12}=30.0,\qquad D_{13}=5.93,\qquad D_{23}=27.4\ \mathrm{cm^2/s}.
\]
Cadmium rubs much harder against argon than against hydrogen. At fixed $n$ and $T$, none of these values depends on composition in this approximation.

\section{A first estimate by scaling}

Write $\zeta=z/L$ and $\phi_i=N_iL/n$, which has the unit of a diffusivity. Let $\Delta=x_2(0)-x_2(1)=0.70$.

Ignore the precursor at first. Hydrogen and argon then counterdiffuse with $\phi_2\approx D_{23}\Delta\approx19.2$ cm$^2$/s and $\phi_3\approx-\phi_2$. At mid-film $x_2\approx x_3\approx\bar x=0.45$, so their velocities are about $\pm 19.2/0.45=\pm42.7$ cm/s for this 1 cm film.

Now put in the precursor. Where it has no gradient, the two friction forces on it must cancel:
\begin{equation}
\frac{x_2(v_1-v_2)}{D_{12}}+\frac{x_3(v_1-v_3)}{D_{13}}=0
\;\Rightarrow\;
v_1=\frac{x_2v_2/D_{12}+x_3v_3/D_{13}}{x_2/D_{12}+x_3/D_{13}} .
\label{v1}
\end{equation}
The precursor moves at the friction-weighted mean velocity of its partners. With $x_2=x_3$ and $v_3=-v_2$ this becomes $v_1=-v_2(D_{12}-D_{13})/(D_{12}+D_{13})$, and
\begin{equation}
\phi_1\approx-x_1\frac{D_{23}\Delta}{\bar x}\,
\frac{D_{12}-D_{13}}{D_{12}+D_{13}}
\approx-0.10\times42.7\times0.670=-2.86\ \mathrm{cm^2/s}.
\label{estimate}
\end{equation}
The estimate says that cadmium follows argon to the left. It places the zero-gradient plane at mid-film only by assumption.

\section{Exact solution}

\subsection{Reduction to one linear equation}

Let a prime denote $d/d\zeta$ and define $w=x_1\phi_2-x_2\phi_1$. For species 1, equation (\ref{ms}) reads
\begin{equation}
x_1'=\frac{w}{D_{12}}+\frac{x_1\phi_3-x_3\phi_1}{D_{13}} .
\end{equation}
Insert $\phi_3=-\phi_1-\phi_2$ and $x_3=1-x_1-x_2$. The last numerator is
\begin{equation}
-x_1\phi_1-x_1\phi_2-\phi_1+x_1\phi_1+x_2\phi_1=-w-\phi_1 .
\end{equation}
For species 2, the hydrogen--argon numerator is
\begin{equation}
x_2\phi_3-x_3\phi_2=-x_2\phi_1-x_2\phi_2-\phi_2+x_1\phi_2+x_2\phi_2=w-\phi_2 .
\end{equation}
With $a=1/D_{12}-1/D_{13}$ and $b=1/D_{12}-1/D_{23}$, therefore,
\begin{align}
x_1'&=aw-\phi_1/D_{13},\label{x1}\\
x_2'&=-bw-\phi_2/D_{23}.\label{x2}
\end{align}
The fluxes do not vary along the film, so $w'=\phi_2x_1'-\phi_1x_2'$, or
\begin{equation}
w'=\lambda w+\beta,\quad
\lambda=a\phi_2+b\phi_1,\quad
\beta=\phi_1\phi_2\left(\frac1{D_{23}}-\frac1{D_{13}}\right).
\end{equation}
For $\lambda\ne0$ the solution and its integral $W(\zeta)=\int_0^\zeta w\,d\zeta'$ are
\begin{align}
w&=\left(w_0+\frac{\beta}{\lambda}\right)e^{\lambda\zeta}-\frac{\beta}{\lambda},\\
W&=\left(w_0+\frac{\beta}{\lambda}\right)\frac{e^{\lambda\zeta}-1}{\lambda}-\frac{\beta}{\lambda}\zeta ,
\end{align}
where $w_0=x_1(0)\phi_2-x_2(0)\phi_1$. The profiles follow by integrating (\ref{x1}) and (\ref{x2}):
\begin{equation}
x_1=x_1(0)+aW-\frac{\phi_1\zeta}{D_{13}},\qquad
x_2=x_2(0)-bW-\frac{\phi_2\zeta}{D_{23}} .
\end{equation}

\subsection{The two fluxes}

At $\zeta=1$, equal precursor fractions and the hydrogen difference require
\begin{equation}
aW(1)=\frac{\phi_1}{D_{13}},\qquad
\phi_2=D_{23}\left[\Delta-bW(1)\right].
\label{ends}
\end{equation}
For $a\neq0$, the first condition gives $W(1)=\phi_1/(aD_{13})$. The second then expresses $\phi_2$ through $\phi_1$, and one scalar equation is left for numerical solution. The solution with positive mole fractions is
\[
\phi_1=-2.080,\qquad \phi_2=19.430,\qquad \phi_3=-17.349\ \mathrm{cm^2/s}.
\]
It has $a=-0.1352$ and $b=-0.0032$ s/cm$^2$, $\lambda=-2.621$, $\beta=5.338$ cm$^2$/s and $w_0=3.607$ cm$^2$/s. Direct numerical integration of (\ref{ms}), with the fluxes adjusted to meet the right-hand composition, gives the same fluxes to a relative accuracy of $10^{-6}$.

\subsection{The zero-gradient plane}

The function $w$ is continuous, so at some interior $\zeta_*$ it equals its own mean, $W(1)$. Both $x_1'$ and $x_2'$ are linear functions of $w$ plus constants. At $\zeta_*$ they therefore equal their means over the film:
\begin{equation}
x_1'(\zeta_*)=0,\qquad x_2'(\zeta_*)=-\Delta .
\label{mean}
\end{equation}
Since $w'=(\lambda w_0+\beta)e^{\lambda\zeta}$ never changes sign, $w$ is either monotone or constant. In the first case, with $a\ne0$, the plane is unique. In the second, $x_1$ is uniform and every plane qualifies.

For monotone $w$, equality of $w$ with its mean means that $e^{\lambda\zeta}$ equals its mean too:
\begin{equation}
e^{\lambda\zeta_*}=E\equiv\frac{e^\lambda-1}{\lambda}
\quad\Rightarrow\quad
\zeta_*=\frac{\ln E}{\lambda}.
\end{equation}
Here $E=0.3538$ and $\zeta_*=-1.039/(-2.621)=0.396$. Writing $E=e^{\lambda/2}\sinh(\lambda/2)/(\lambda/2)$ gives
\begin{equation}
\zeta_*=\frac12+\frac1\lambda\ln\frac{\sinh(\lambda/2)}{\lambda/2}.
\end{equation}
The logarithm is positive, so a negative $\lambda$ moves the plane left of the middle.

\subsection{The flux there cannot vanish}

At this plane, put $x_1'=0$ in the equation for species 1 and multiply by $D_{12}D_{13}$:
\begin{equation}
D_{13}(x_1\phi_2-x_2\phi_1)-D_{12}(x_1\phi_2-x_2\phi_1+\phi_1)=0 .
\end{equation}
Collecting $\phi_1$ and $\phi_2$ gives
\begin{equation}
\phi_1\left[x_2D_{13}+(1-x_2)D_{12}\right]=x_1\phi_2(D_{13}-D_{12}).
\end{equation}
So there is a common factor $K$ with
\begin{equation}
\phi_1=x_1(D_{13}-D_{12})K,\qquad
\phi_2=[x_2D_{13}+(1-x_2)D_{12}]K .
\end{equation}
To find $K$, insert these in the equation for species 2. The first numerator is $x_2\phi_1-x_1\phi_2=-x_1D_{12}K$. Since $\phi_3=-[(x_1+x_2)D_{13}+x_3D_{12}]K$, the second is
\begin{align}
x_2\phi_3-x_3\phi_2
&=-K\left[x_2(x_1+x_2+x_3)D_{13}+x_3(x_2+1-x_2)D_{12}\right]\nonumber\\
&=-K(x_2D_{13}+x_3D_{12}).
\end{align}
Dividing the numerators by $D_{12}$ and $D_{23}$ and adding,
\begin{equation}
x_2'=-\frac{KS}{D_{23}},\qquad S=x_1D_{23}+x_2D_{13}+x_3D_{12}.
\end{equation}
By (\ref{mean}), $x_2'=-\Delta$, so $K=D_{23}\Delta/S$ and
\begin{equation}
\phi_1=-\left.\frac{x_1D_{23}(D_{12}-D_{13})}{S}\right|_{\zeta_*}\Delta .
\label{result}
\end{equation}
Every factor is nonzero when precursor is present, the hydrogen fractions at the ends differ, and $D_{12}\ne D_{13}$. This answers the question: the plane exists, and the precursor diffuses through it.

The composition there is $(0.0774,0.5230,0.3996)$, which makes $S=17.23$ cm$^2$/s. Equation (\ref{result}) gives
\[
\phi_1=-\frac{0.0774\times27.4\times24.1}{17.23}\times0.70=-2.08\ \mathrm{cm^2/s}.
\]
Multiplication by $n/L$ gives $N_1=-2.5\times10^{18}$ cm$^{-2}$s$^{-1}$, or about $-250$ atoms per square angstrom per second.

If $D_{12}=D_{13}$, then $a=0$ and (\ref{ends}) gives $\phi_1=0$ directly. Exchanging the values of $D_{12}$ and $D_{13}$, with all else fixed, gives $\phi_1=+2.080$ cm$^2$/s. The exchange amounts to renaming hydrogen and argon, and the end compositions are mirror images under that renaming.

\section{Comparison of the two}

The estimate has the right sign, but its magnitude is 37\% above the exact value. Equation (\ref{result}) shows why. At $x_2=x_3=\bar x$, the estimate (\ref{estimate}) is the exact local formula without the term $x_1D_{23}$ in $S$. Restoring it at the assumed composition $(0.10,0.45,0.45)$ raises $S$ from 16.2 to 18.9 cm$^2$/s and brings $\phi_1$ from $-2.86$ to $-2.45$ cm$^2$/s. The rest comes from composition: $x_1$ at the plane is 0.077 instead of 0.10, partly offset by a smaller $S$.

The precursor fraction dips because the drag is uneven. Suppose $x_1$ were held at 0.10 with the mean hydrogen gradient. Equation (\ref{result}), evaluated locally, would give $-4.4$ cm$^2$/s at the hydrogen-rich end, where $S=10.5$ cm$^2$/s, and $-1.7$ at the argon-rich end, where $S=27.4$. More precursor would leave on the left than enters on the right. The film loses precursor until gradients of $x_1$ equalize the flux. Left of $\zeta_*$, $x_1$ falls to the right while cadmium moves left, so there it travels up its own mole-fraction gradient. Fick's law with a single positive diffusivity would give the wrong sign in that region and zero at $\zeta_*$.

A dilute precursor provides a second limit. To leading order in $x_1$, $\phi_2=D_{23}\Delta$ and $\lambda=aD_{23}\Delta$. The first condition in (\ref{ends}) becomes linear in $\phi_1$:
\begin{equation}
a\left[x_1(0)\phi_2-x_2(0)\phi_1\right]E
+\phi_1\left(\frac1{D_{23}}-\frac1{D_{13}}\right)(E-1)=\frac{\phi_1}{D_{13}} .
\end{equation}
Solving for $\phi_1$,
\begin{equation}
\phi_1=\frac{a\,x_1(0)D_{23}\Delta\,E}
{1/D_{23}+E\left[a\,x_2(0)+1/D_{13}-1/D_{23}\right]} .
\end{equation}
Now $\lambda=-2.60$ and $E=0.356$, so $\phi_1=-0.0926/0.0450=-2.06$ cm$^2$/s. This is within about 1\% of the full result. Terms of relative order $x_1=0.1$ were dropped, so such close agreement should not be expected for other inputs.

\section{Choice of frame}

At the plane the velocities of Cd, H$_2$ and Ar are $-26.9$, $37.1$ and $-43.4$ cm/s. These relative motions do not depend on a frame, but the name ``diffusive flux'' does. Let $v_m$ be the mass-average velocity and $v_{23}$ that of hydrogen and argon alone. Removing the precursor's own share from $v_m$ gives
\begin{equation}
v_1-v_m=\frac{m_2x_2+m_3x_3}{\sum_i m_ix_i}(v_1-v_{23}).
\end{equation}
Both $v_1$ and $v_{23}$ are weighted means of $v_2$ and $v_3$. By (\ref{v1}), the hydrogen-to-argon weight ratio is $x_2D_{13}/(x_3D_{12})$ in $v_1$ and $x_2m_2/(x_3m_3)$ in $v_{23}$. Since $v_2>v_3$, the difference $v_1-v_m$ is positive if $D_{13}/D_{12}>m_2/m_3$. Here $0.198>0.050$, and the mass-frame flux is $+7.1\times10^{17}$ cm$^{-2}$s$^{-1}$. It is nonzero too, but has the opposite sign. It would vanish if the two ratios were equal, so a statement about this flux must name its frame.

\section{Relation to a real vapour-transport cell}

Elemental cadmium is a vapour source for growing cadmium compounds. The largest cadmium pressure here is 10 Torr. A boiling point somewhat above 1000 K and a vaporization energy of about 1 eV put saturation at a few tens of Torr, so the vapour should not condense. Changing each diffusivity by 20\% either way, in all combinations, moves $\phi_1$ between $-2.60$ and $-1.47$ cm$^2$/s. Raising them by up to 13\%, the hard-sphere correction for a light trace gas among heavy scatterers, gives $-2.40$ to $-2.03$. These bands do not cover every real input. Empirical correlations put the H$_2$--Ar diffusivity near 35 to 36 cm$^2$/s at 800 K and 100 Torr, about 30\% above the hard-sphere value. With $D_{23}=36$ cm$^2$/s and the other two unchanged, $\phi_1=-2.55$ cm$^2$/s. The sign is robust, but the magnitude $2.08$ belongs to the rough diameters and not to a real cell.

The stirred reservoirs, narrow tube and uniform temperature are idealizations. In still reservoirs the gases must also diffuse to and from each mouth. For a tube that opens in a wide flat wall, this acts like an extra length of about 0.82 radii at each end. The effective length is then 1.16 cm instead of 1 cm, and all three fluxes are about 14\% smaller. Slip at the wall, estimated at up to 37 cm/s, drives a return flow along the axis, so the fluxes above are averages over the cross-section. With this largest slip speed and the smallest diffusivity, the estimated relative increase in axial spreading is 0.8\%. It grows as the radius squared as long as the tube is narrow compared with its length. In a tube of 1 cm radius that condition is broken, and the one-dimensional model is no longer justified. A growth cell may also have a temperature difference. In a closed tube without other gradients, a rough thermal-diffusion factor of 0.5 and a difference of 10 K would separate $x_1$ by about $6\times10^{-4}$, or 2.5\% of the dip of 0.023; 50 K would give about 12\%. Here the reservoirs fix $x_1$ at both ends, so these figures only set the scale of the effect. The factor itself is uncertain: for the hard spheres used here, the first-approximation binary values at $x_1=0.1$ are about 0.9 for Cd--H$_2$ and 0.4 for Cd--Ar. Finally, a growing surface consumes vapour, so the total flux $N_t$ is in general not zero. At fixed local composition and gradients this adds $x_1N_t$ to $N_1$. A net flow to the right of about $3\times10^{19}$ cm$^{-2}$s$^{-1}$ would cancel the precursor flux relative to the tube, though not its diffusive part. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
temperature 800 K, pressure 100 Torr
thermal energy kT = 0.0689 eV
film length 1.0 cm, capillary radius 0.1 cm
masses Cd, H2, Ar (u): [112.41    2.016  39.95 ]
rough collision diameters Cd, H2, Ar (angstrom): [3.  2.5 3.3]
left mole fractions Cd, H2, Ar: [0.1 0.8 0.1]
right mole fractions Cd, H2, Ar: [0.1 0.1 0.8]
total number density n = 1.2071e+18 cm^-3
D12 (Cd-H2) = 30.035 cm^2/s
D13 (Cd-Ar) = 5.934 cm^2/s
D23 (H2-Ar) = 27.436 cm^2/s
phi = N L/n for Cd, H2, Ar (cm^2/s): [ -2.0802  19.4296 -17.3494]
film constants a = -0.13523, b = -0.00315 s/cm^2
lambda = -2.6210 (no unit), beta = 5.3383 cm^2/s
w(0) = 3.6071 cm^2/s
profile: z/L, x_Cd, x_H2, x_Ar
  0.00  0.10000  0.80000  0.10000
  0.25  0.07984  0.62547  0.29469
  0.50  0.07839  0.45050  0.47110
  0.75  0.08667  0.27531  0.63802
  1.00  0.10000  0.10000  0.80000
zero-gradient plane: z/L = 0.39644
mole fractions there Cd, H2, Ar: [0.07743 0.52302 0.39956]
dx_H2/dz there = -0.7000 cm^-1
Fick F11, F12 there = 10.275, -2.972 cm^2/s
Fick F21, F22 there = -0.468, 27.757 cm^2/s
flux ratio N_Cd/N_H2 = -0.10706
fluxes Cd, H2, Ar (cm^-2 s^-1): -2.5109e+18, 2.3453e+19, -2.0942e+19
Cd flux = -251.09 atoms/(angstrom^2 s)
velocities there Cd, H2, Ar (cm/s): [-26.867  37.149 -43.422]
friction-weighted partner velocity = -26.867 cm/s
Cd flux in mass frame there = 7.1495e+17 cm^-2 s^-1
D13/D12 = 0.1976, m2/m3 = 0.0505
dissipation integral = 76.4797 cm^2/s
control D13 = D12: |phi_Cd| below 1e-6 cm^2/s: True
control D12, D13 exchanged: phi_Cd = 2.0802 cm^2/s
largest Cd pressure 10.0 Torr, rough saturation 27 Torr
Lorentz-limit kinetic correction factor = 1.1318
phi_Cd range, D raised by up to that factor (cm^2/s): -2.398 to -2.026
phi_Cd range, each D changed by 20 percent (cm^2/s): -2.597 to -1.471
wall slip speed estimate = 36.8 cm/s
relative dispersion from slip and return flow = 8.0e-03
pressure drop of return flow = 9.7e-03 Torr
Knudsen number on radius = 3.0e-03
Rayleigh number on radius = 2.0e-02
thermal-diffusion shift of x_Cd for 10 K = 5.6e-04
dip of x_Cd below its end value = 0.02257
non-ideality n*B for argon spheres = 9.1e-05
thermal wavelength of H2 = 0.43 angstrom
settling time estimate = 0.017 s
\end{verbatim}
